# Two magnetic poles or a current loop in the hydrogen nucleus?

## Question

A small current loop and a close pair of magnetic poles produce the same dipole field. The proton is tiny compared with the hydrogen atom, so I would expect the electron to be unable to tell which of the two is in there. Can I therefore model the proton's magnetic moment as a north and a south pole when I calculate the hyperfine splitting of the 1s state? I get confused at the contact term: the dipole formula is singular at the origin, and I do not see where a delta function, or its coefficient, comes from. If the two models do differ, what would the pole model predict for the 21 cm line?

## Answer

The two models agree far from the source, but a 1s electron has a finite density at the nucleus and also samples the field inside the source. That interior contribution does not disappear when the source shrinks. It can be calculated without assuming a delta function, by keeping the source size finite until the end.

### Two sources with the same moment

I use SI units and let the moment $\mathbf m=m\hat{\mathbf z}$ point along $z$. Both sources have a size $s$:

- The loop has radius $s$, lies in the plane $z=0$ and carries a current $I$. Its moment is $m=I\pi s^2$, so $I=m/(\pi s^2)$.
- The poles are $+g$ at $z=s$ and $-g$ at $z=-s$. Their moment is $m=2sg$, so $g=m/(2s)$.

A pole $g$ produces the radial field $\mu_0 g/(4\pi d^2)$ at distance $d$, directed away from a positive pole. Here $\mathbf B$ means the full magnetic field, including the field of the poles.

First, the exterior. On the axis of the loop, each current element $d\ell$ contributes a field $\mu_0 I\,d\ell/[4\pi(z^2+s^2)]$, of which the fraction $s/\sqrt{z^2+s^2}$ is axial. The transverse parts cancel around the loop, whose length is $2\pi s$. Hence

$$B_z^{\rm loop}(z)=\frac{\mu_0 I s^2}{2(z^2+s^2)^{3/2}}
=\frac{\mu_0 m}{2\pi z^3}\left(1-\frac{3s^2}{2z^2}+\dots\right),\qquad z>s .$$

For the poles, at $z>s$,

$$B_z^{\rm pole}(z)=\frac{\mu_0 g}{4\pi}\left[\frac1{(z-s)^2}-\frac1{(z+s)^2}\right]
=\frac{\mu_0 g}{4\pi}\,\frac{4zs}{(z^2-s^2)^2}
=\frac{\mu_0 m}{2\pi z^3}\left(1+\frac{2s^2}{z^2}+\dots\right).$$

The leading terms are equal. This also settles the field off the axis. For $r>s$ there are no sources, so $\mathbf B=-\nabla\Phi$ with an axially symmetric, decaying solution of Laplace's equation,

$$\Phi=\sum_l \frac{c_l P_l(\cos\theta)}{r^{l+1}},\qquad
B_z(\text{axis})=\sum_l\frac{(l+1)c_l}{z^{l+2}} .$$

Neither axial field has a $1/z^2$ term, so $c_0=0$. Both have $2c_1=\mu_0m/(2\pi)$, so $c_1=\mu_0 m/(4\pi)$, which is the usual dipole potential. The next power that appears is $1/z^5$, which belongs to $l=3$. The exterior fields therefore differ by a relative amount of order $s^2/r^2$. In one oblique direction the computed difference is 2.0% of the loop field at $r=10s$ and 0.49% at $r=20s$.

### The fields at the centre have opposite signs

Setting $z=0$ in the unexpanded loop formula gives

$$B_z^{\rm loop}(0)=\frac{\mu_0 I}{2s}=\frac{\mu_0 m}{2\pi s^3}.$$

Midway between the poles, the field of the positive pole above points down, away from it. The field of the negative pole below also points down, towards it. The two contributions add:

$$B_z^{\rm pole}(0)=-2\,\frac{\mu_0 g}{4\pi s^2}=-\frac{\mu_0 m}{4\pi s^3}.$$

At the centre, the field of the loop runs along the moment. The field of the poles runs against it and, for equal $s$ and $m$, is half as strong there. Away from the centre the ratio of the two fields varies from point to point: the pole field, for example, grows without limit towards either pole. What matters for a 1s electron is the average over spheres, which comes next.

### What a spherical electron cloud averages

The 1s density depends on $r$ alone, so we need the average of $\mathbf B$ over a spherical surface of radius $r$ about the centre. Call it $\bar{\mathbf B}(r)$.

Away from the loop wire and the poles, $\nabla\cdot\mathbf B=0$ and $\nabla\times\mathbf B=0$. Therefore

$$\nabla^2\mathbf B=\nabla(\nabla\cdot\mathbf B)-\nabla\times(\nabla\times\mathbf B)=0,$$

and each Cartesian component of $\mathbf B$ obeys Laplace's equation. Average that equation over angles. The angular part of the Laplacian integrates to zero over a closed sphere, which leaves

$$\frac1{r^2}\frac{d}{dr}\left(r^2\frac{d\bar{\mathbf B}}{dr}\right)=0
\quad\Longrightarrow\quad
\bar{\mathbf B}(r)=\boldsymbol\alpha+\frac{\boldsymbol\beta}{r}.$$

The constants may differ in the two source-free regions:

- For $r<s$ the field is regular at the origin. This requires $\boldsymbol\beta=0$, and letting $r\to0$ gives $\boldsymbol\alpha=\mathbf B(0)$.
- For $r>s$ the field falls off as $1/r^3$. This requires $\boldsymbol\alpha=\boldsymbol\beta=0$.

So every sphere inside the source radius has the average $\mathbf B(0)$, and every sphere outside it has the average zero. The surface $r=s$ itself contributes nothing to a volume integral, because the singularities there, $1/d$ near a wire and $1/d^2$ near a pole, are integrable.

Integrating over a ball that contains the whole source, shell by shell, gives

$$\int\mathbf B\,d^3r=\frac{4\pi s^3}{3}\,\mathbf B(0)=
\begin{cases}
+\tfrac23\,\mu_0\mathbf m & \text{loop},\\[2pt]
-\tfrac13\,\mu_0\mathbf m & \text{poles}.
\end{cases}$$

The size $s$ has cancelled. The interior volume shrinks as $s^3$ while the interior field grows as $1/s^3$. This is where the argument "the proton is tiny, so its interior cannot matter" fails.

It is also the origin of the delta function. For a smooth density $n(\mathbf r)$, a sufficiently small ball around the source contributes $n(0)\int\mathbf B\,d^3r$. In the point limit, this contribution is reproduced by adding to the ordinary dipole field a term

$$\mathbf B_{\rm contact}=+\tfrac23\mu_0\mathbf m\,\delta(\mathbf r)\ \text{(loop)},\qquad
\mathbf B_{\rm contact}=-\tfrac13\mu_0\mathbf m\,\delta(\mathbf r)\ \text{(poles)},$$

with the convention that the singular dipole field is integrated over angles first. Its $z$ component is proportional to $3\cos^2\theta-1$, whose angular average vanishes because $\cos^2\theta$ averages to $1/3$. With this convention, the exterior formula alone would give a 1s electron no first-order spin splitting at all. The splitting comes from the part in which the models differ. This location refers to $\mathbf B$. If the average is integrated by parts, so that the vector potential of the loop or the scalar potential of the poles multiplies the gradient of the density, the same values result, but most of the integral then comes from $r>s$ (99% at $s/a=0.02$).

### The average over the 1s state

Let $a$ be the Bohr radius with the reduced mass, and $x=s/a$. The 1s density is $n(r)=e^{-2r/a}/(\pi a^3)$. Since $\bar{\mathbf B}$ equals $\mathbf B(0)$ inside $s$ and zero outside,

$$\langle\mathbf B\rangle=\int_0^\infty 4\pi r^2 n(r)\,\bar{\mathbf B}(r)\,dr=\mathbf B(0)\,P,$$

where $P$ is the probability of finding the electron within $s$. With $u=r/a$,

$$P=4\int_0^x u^2e^{-2u}\,du
=\Big[-e^{-2u}(1+2u+2u^2)\Big]_0^x
=1-e^{-2x}(1+2x+2x^2).$$

The antiderivative is checked by differentiation: $2e^{-2u}(1+2u+2u^2)-e^{-2u}(2+4u)=4u^2e^{-2u}$. For a small source, expand the exponential inside the integral:

$$P=4\int_0^x u^2(1-2u+\dots)\,du=\frac{4x^3}{3}\left(1-\frac{3x}{2}+\dots\right).$$

Multiplying the leading term by the central fields gives, for the loop,

$$\langle\mathbf B\rangle=\frac{\mu_0\mathbf m}{2\pi s^3}\,\frac{4s^3}{3a^3}
=\frac23\,\mu_0\mathbf m\,\frac1{\pi a^3}
=\frac23\,\mu_0\mathbf m\,|\psi(0)|^2,$$

and for the poles $-\frac13\mu_0\mathbf m|\psi(0)|^2$.

If both sources have the same $s$, the factor $P$ is common and the ratio is $-1/2$ even before the point limit. If their sizes differ, the ratio changes at relative order $s/a$. The magnitude also depends on size. In units of $\mu_0m/(4\pi a^3)$, the loop average is 1.285 at $s/a=0.5$, 2.297 at 0.1 and 2.588 at 0.02, approaching $8/3$.

### From the field to the energy levels

The electron spin is now coupled to this field by

$$H=-\boldsymbol\mu_e\cdot\mathbf B,$$

treated to first order in the unperturbed 1s state. For a loop nucleus this is the usual Pauli spin coupling. The orbital coupling, proportional to $\mathbf A\cdot\nabla\psi$, adds nothing at this order: the vector potential of the loop is azimuthal, while $\nabla\psi$ is radial. For a pole nucleus, I take the same spin coupling, with the full $\mathbf B$, as the premise that defines the model. It is not a theory of quantized magnetic monopoles, which would need its own treatment of the electron's motion near the poles.

The 1s density has no preferred direction, so the averaged field is parallel to the proton moment whatever its orientation:

$$\langle\mathbf B\rangle=\beta\boldsymbol\mu_p,\qquad
\beta_{\rm loop}=\tfrac23\mu_0|\psi(0)|^2,\qquad
\beta_{\rm pole}=-\tfrac13\mu_0|\psi(0)|^2 .$$

Let $\mathbf S$ and $\mathbf I$ be the dimensionless electron and proton spins, both $1/2$. The electron moment is opposite to its spin and the proton moment is along its spin. The tabulated moments are the largest projections, reached at spin projection $1/2$, so

$$\boldsymbol\mu_e=-2|\mu_e|\mathbf S,\qquad \boldsymbol\mu_p=2\mu_p\mathbf I .$$

The two minus signs, one from the coupling and one from the electron moment, cancel:

$$H=-\boldsymbol\mu_e\cdot\beta\boldsymbol\mu_p=A\,\mathbf S\cdot\mathbf I,\qquad A=4\beta|\mu_e|\mu_p .$$

With $\mathbf F=\mathbf S+\mathbf I$,

$$\mathbf S\cdot\mathbf I=\tfrac12\left[F(F+1)-\tfrac34-\tfrac34\right],$$

which is $+1/4$ for $F=1$ and $-3/4$ for $F=0$. Therefore

$$E(F=1)=\frac A4,\qquad E(F=0)=-\frac{3A}4,\qquad E(F=1)-E(F=0)=A .$$

For the loop $A>0$, and the singlet $F=0$ is the ground level. For the poles $A$ is negative and half as large, so the triplet $F=1$ lies lowest.

### Numbers for hydrogen

The inputs are $|\mu_e|=9.284765\times10^{-24}$ J/T, $\mu_p=1.41061\times10^{-26}$ J/T and $a=52.9465$ pm. They give $|\psi(0)|^2=1/(\pi a^3)=2.14456\times10^{30}\ \mathrm{m^{-3}}$.

To see the cancellation at work, choose $s=1.0$ fm, so that $s/a=1.889\times10^{-5}$. The probability of finding the electron within $s$ is then $8.983\times10^{-15}$. The enormous central field and this tiny probability multiply to an ordinary laboratory field:

$$\text{loop:}\quad (2.8212\times10^{12}\ \mathrm T)(8.983\times10^{-15})=25.34\ \mathrm{mT},$$

$$\text{poles:}\quad (-1.4106\times10^{12}\ \mathrm T)(8.983\times10^{-15})=-12.67\ \mathrm{mT}.$$

The point-limit formula gives the same values to these digits. Within first order in the coupling, and with the proton charge kept pointlike, the leading finite-size correction lowers the magnitude by a fraction $3s/(2a)=2.8\times10^{-5}$. An extended charge changes this at the same order: with the charge on a shell of radius $s$ the fraction is about $2.4\,s/a$.

Since $A=4|\mu_e|\,(\beta\mu_p)$ and $\beta\mu_p$ is the mean field just found, the frequency and wavelength follow from $\nu=|A|/h$ and $\lambda=c/\nu$. In the point limit:

| | loop | poles |
|---|---:|---:|
| $E(F=1)/h$ (MHz) | 355.1 | −177.6 |
| $E(F=0)/h$ (MHz) | −1065.4 | 532.7 |
| splitting (MHz) | 1420.5 | 710.2 |
| wavelength (cm) | 21.1 | 42.2 |

For the loop, the splitting is $355.1-(-1065.4)=1420.5$ MHz. For the poles, it is $532.7-(-177.6)=710.3$ MHz from the rounded levels, or 710.2 MHz before rounding. Halving the splitting doubles the wavelength.

So the pole model predicts a line at about 42 cm, with $F=1$ below $F=0$. The order of the levels is the reverse of that in the loop model.

### What this does and does not establish

The observed wavelength is roughly 21 cm. Within the stated coupling, that agrees with the loop contact term and not with a pole pair carrying the whole proton moment. Making the pole pair larger does not help. Its mean field is $B_z(0)P$, which is proportional to $P/s^3$, hence to the average electron density inside a ball of radius $s$. The 1s density decreases outwards, so this average falls as $s$ grows, and the splitting becomes smaller still.

The loop here is a model of a magnetic moment produced by currents, not a picture of the proton's internal structure. The calculation uses a nonrelativistic wave function and the measured free-particle moments. It leaves out relativistic corrections, further radiative corrections, recoil beyond the reduced mass, and the actual structure of the proton. The electron speed in the 1s state is of order $\alpha c$, so the relativistic corrections alone are of relative order $\alpha^2\approx5\times10^{-5}$, close to 0.1 MHz for the loop splitting. The last digit of the tabulated frequencies therefore describes the model, not the real atom.

First order is also an assumption about short distances. At the centre of the 1 fm loop, the local coupling $|\mu_e|B$ is $(9.285\times10^{-24})(2.8212\times10^{12})=2.6\times10^{-11}$ J. It is the average over the atom that is small, not the coupling at every point. The calculation assumes that the electron density keeps its unperturbed 1s form down to the source. For the spin coupling taken alone, this assumption gets worse as the source shrinks, because the local coupling grows as $1/s^3$ while the kinetic energy scale $\hbar^2/(2m_es^2)$ grows only as $1/s^2$; their ratio is 0.004 at 1 fm. For a moment of fixed direction and $s=1$ fm, the second-order shift of the level from the spin coupling is about $-0.97$ MHz for the loop and $-0.57$ MHz for the poles, growing as $1/s$. For the loop, the diamagnetic term $e^2A^2/(2m_e)$ of the Pauli Hamiltonian adds $+0.97$ MHz and cancels this shift when $g=2$. The pole model as defined here has no such term. The point limit used here is the limit of the first-order expression. The interior also lies outside the nonrelativistic regime: the local coupling is about $320\,m_ec^2$, and the central field is about 640 times the critical field $m_e^2c^2/(e\hbar)$. The local values inside the source are therefore steps in the model calculation, not a description of an electron at 1 fm.

You may therefore replace a loop by a pole pair when the probe stays far outside the source. For an s electron you may not, because its contact splitting is set by the field inside. The numerical check tests the sphere averages by direct sums over currents and poles, the 1s averages by a separate integration, and the order of the levels by diagonalizing the spin Hamiltonian.

## Numbers as computed

```
Scaled B_z, unit mu0 m/(4 pi s^3):
 loop: centre 2.000000, sphere average at r=0.5s 2.000000, at r=2s 0.000000
 loop: volume integral of B = 0.666667 mu0 m
 poles: centre -1.000000, sphere average at r=0.5s -1.000000, at r=2s 0.000000
 poles: volume integral of B = -0.333333 mu0 m
Relative exterior difference at r=10s: 0.01971
Relative exterior difference at r=20s: 0.00492
1s averages of B_z, unit mu0 m/(4 pi a^3):
 s/a=0.50: loop 1.28482, poles -0.64241
 s/a=0.10: loop 2.29696, poles -1.14848
 s/a=0.02: loop 2.58793, poles -1.29397
 contact limit: loop 2.66667, poles -1.33333
Electron moment magnitude: 9.284765e-24 J/T
Proton moment: 1.410607e-26 J/T
Reduced-mass Bohr radius: 52.94654 pm
1s density at nucleus: 2.14456e+30 m^-3
Chosen source size s: 1.0 fm; s/a = 1.8887e-05
Probability of electron within s: 8.9828e-15
Hydrogen, loop:
 central field for s = 1 fm: 2.8212e+12 T
 mean contact field: 25.3432 mT
 E(F=1)/h = 355.121 MHz, E(F=0)/h = -1065.364 MHz
 F^2 of lowest level: 0.000
 splitting: contact 1420.485 MHz, s = 1 fm 1420.445 MHz
 wavelength: 21.105 cm
Hydrogen, poles:
 central field for s = 1 fm: -1.4106e+12 T
 mean contact field: -12.6716 mT
 E(F=1)/h = -177.561 MHz, E(F=0)/h = 532.682 MHz
 F^2 of lowest level: 2.000
 splitting: contact 710.243 MHz, s = 1 fm 710.223 MHz
 wavelength: 42.210 cm
Ratio of splitting magnitudes, poles/loop: 0.500000
Leading relative size correction 3s/(2a): 2.8330e-05
```
